**McKinley-Feshbach correction: second Born integrals against quadrature and the Mott series**

For a Dirac particle of speed β in V = −g e^{−λr}/r (ħ = c = m = 1, g = +Zα for electrons and −Zα for positrons, s = sin(θ/2), η = g/β), the ratio to Rutherford as λ → 0 is R = 1 − β²s² + πgβ s(1−s) + O(g²), and the divergent part of the second Born amplitude is iη ln(q²/λ²) times the first. The program asserts the resolvent, charge-conjugation and spin-sum identities with explicit matrices, and it asserts that the reduced forms of the integrals I, **J**, M and K₀ agree with three-dimensional quadrature of their definitions at finite λ, and that I and I − J approach the derived limits at small λ. It integrates the screened radial Dirac equation and asserts that, as λ decreases, the S-matrix elements approach the Coulomb ones times a common phase exp{2iη[ln(2p/λ) − γ_E]}, the mismatch falling from 0.0179 at λ = 0.04 to 0.0040 at λ = 0.005. From the Mott partial-wave series it extracts the parts of R even and odd in g and the complex second-order non-flip and flip amplitudes, and from the Klein-Gordon series the spin-zero term πgβs, asserting agreement in each case; the worst deviation of the odd Mott coefficient is 1.8×10⁻⁷. For 1 MeV and Z = 13 at 90° the output gives R = 0.6153 (electron) and 0.4991 (positron) against Mott values 0.6279 and 0.5091. For Z = 79 the formula is low by about a factor of two for both charges.

## Numerical check

```python
# McKinley-Feshbach correction from the second Born term. Units hbar = c = m = 1.
# Potential V = -g exp(-lam r)/r, g = +Z alpha (electron), -Z alpha (positron).
# E, p, beta = p/E; s = sin(theta/2), c = cos(theta/2), q = 2 p s, eta = g/beta.
# Claim (lam -> 0): R = sigma/sigma_Ruth = 1 - beta^2 s^2 + pi g beta s (1-s) + O(g^2),
#   sigma_Ruth = g^2/(4 p^2 beta^2 s^4).
# F1 = 2 E g/(q^2+lam^2) uf+ ui,
# F2 = (E g^2/pi^2)[2 E I uf+ ui - (I-J) uf+ (E - B) ui], B the Dirac beta matrix,
# (I, Jvec) = int d3k (1, k)/[a b (k^2-p^2-i0)], Jvec = J (pi+pf)/2,
# a = (k-pi)^2+lam^2, b = (k-pf)^2+lam^2, M = int d3k/(a b), K0 = int d3k/[a (k^2-p^2-i0)].
# The divergent part of F2 is F1 * i eta ln(q^2/lam^2), the start of an overall phase.
import numpy as np
from numpy import pi, sin, cos, log, sqrt, exp
from numpy.polynomial.legendre import leggauss
from scipy import constants as sc
from scipy.integrate import solve_ivp
from scipy.special import loggamma, eval_legendre, lpmv, spherical_jn, spherical_yn

gE = np.euler_gamma
sig = [np.array(m, complex) for m in ([[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]])]
Z2, I2, I4 = np.zeros((2, 2)), np.eye(2), np.eye(4)
al = [np.block([[Z2, m], [m, Z2]]) for m in sig]
B = np.block([[I2, Z2], [Z2, -I2]]).astype(complex)
adot = lambda v: sum(v[i]*al[i] for i in range(3))

def spinors(pv):
    E = sqrt(1 + pv @ pv)
    sp = sum(pv[i]*sig[i] for i in range(3))
    return sqrt((E + 1)/(2*E))*np.vstack([I2, sp/(E + 1)])

def moms(p, th):
    return np.array([0, 0, p]), p*np.array([sin(th), 0, cos(th)])

def gl(a, b, n):
    x, w = leggauss(n)
    return 0.5*(b - a)*x + 0.5*(a + b), 0.5*(b - a)*w

def close(x, y, tol):
    assert np.max(np.abs(np.asarray(x) - np.asarray(y))) <= tol*np.max(np.abs(y)), (x, y)

def feynman(p, th, lam):
    """I and I-J as one-dimensional Feynman-parameter integrals (x = e^t, doubled)."""
    q2 = (2*p*sin(th/2))**2
    edges = np.linspace(log(lam**2/q2) - 35, log(0.5), 61)
    tw = [gl(edges[i], edges[i + 1], 12) for i in range(60)]
    x = exp(np.concatenate([a for a, _ in tw]))
    w = 2*x*np.concatenate([b for _, b in tw])
    y = x*(1 - x)*q2
    L, P = sqrt(lam**2 + y), sqrt(p*p - y)
    den = lam**2 - 2j*p*L
    atn = (log(L - 1j*y/(p + P)) - log(L - 1j*(p + P)))/2j
    return pi**2*np.sum(w/(L*den)), pi**2*np.sum(w*(atn/P**3 - (L - 1j*p)/(P*P*den)))

M_closed = lambda q, lam: 2*pi**2*np.arctan(q/(2*lam))/q
K0_closed = lambda p, lam: 1j*pi**2/p*log(1 - 2j*p/lam)

def IJ_algebraic(p, th, lam, I):
    c2 = cos(th/2)**2
    return I - (M_closed(2*p*sin(th/2), lam) + (2*p*p + lam**2)*I - K0_closed(p, lam))/(2*p*p*c2)

def IJ_limit(p, th):
    s = sin(th/2)
    return pi**2/(2*p**3*(1 - s*s))*(-pi/2*(1 - s)/s + 1j*log(1/s))

# matrices: resolvent, charge conjugation, spin sums
p, th, lam = 1.2, np.radians(70.0), 0.6
E = sqrt(1 + p*p)
pi_v, pf_v = moms(p, th)
ui, uf = spinors(pi_v), spinors(pf_v)
kv = np.array([0.3, -0.8, 0.5])
close(np.linalg.inv(E*I4 - adot(kv) - B), (E*I4 + adot(kv) + B)/(p*p - kv @ kv), 1e-12)
close((adot(pf_v) + B) @ uf, E*uf, 1e-13)
C = B @ al[1]
V0 = 0.37
close(C @ (adot(kv) + B + V0*I4).conj() @ np.linalg.inv(C), -(adot(-kv) + B - V0*I4), 1e-13)
A0, A1 = uf.conj().T @ ui, uf.conj().T @ (E*I4 - B) @ ui
close(0.5*np.trace(A0.conj().T @ A0), 1 - (p/E*sin(th/2))**2, 1e-13)
close(0.5*np.trace(A0.conj().T @ A1), p*p/E*cos(th/2)**2, 1e-13)

# three-dimensional quadrature from the definitions at finite lam
mu, wm = gl(-1, 1, 60)
ph = 2*pi*np.arange(64)/64
st = sqrt(1 - mu**2)
nh = np.array([np.outer(st, cos(ph)).ravel(), np.outer(st, sin(ph)).ravel(), np.repeat(mu, 64)])
wa = np.repeat(wm, 64)*2*pi/64

def shell(k):
    a = k*k + p*p + lam**2 - 2*k*(pi_v @ nh)
    b = k*k + p*p + lam**2 - 2*k*(pf_v @ nh)
    return k*k*np.array([wa @ (1/(a*b)), *[wa @ (k*nh[i]/(a*b)) for i in range(3)], wa @ (1/a)])

k1, w1 = gl(0, p, 40)
k2, w2 = gl(p, 3*p, 40)
u3, w3 = gl(0, 1, 40)
ks, ws = np.concatenate([k1, k2, 3*p/u3]), np.concatenate([w1, w2, 3*p*w3/u3**2])
Fk, Fp = np.array([shell(k) for k in ks]), shell(p)
res = (ws/(ks**2 - p*p)) @ (Fk - Fp) + 1j*pi*Fp/(2*p)   # PV of int dk/(k^2-p^2) is zero
I3, J3, K3, M3 = res[0], res[1:4], res[4], ws @ Fk[:, 0]
If, IJf = feynman(p, th, lam)
IJa = IJ_algebraic(p, th, lam, If)
close(If, I3, 1e-8)
close(M_closed(2*p*sin(th/2), lam), M3, 1e-8)
close(K0_closed(p, lam), K3, 1e-8)
close((If - IJa)*(pi_v + pf_v)/2, J3, 1e-8)
close(IJf, IJa, 1e-8)
close(uf.conj().T @ ((E*I4 + B)*I3 + adot(J3)) @ ui, 2*E*If*A0 - IJa*A1, 1e-8)

# lam -> 0
for deg in (30, 90, 150):
    t = np.radians(deg)
    q = 2*p*sin(t/2)
    Is, _ = feynman(p, t, 1e-4)
    close(Is.imag, pi**2*log(q*q/1e-8)/(p*q*q), 1e-6)
    close(Is.real, pi**2*1e-4/(p*p*q*q), 1e-3)
    close(feynman(p, t, 1e-6)[1], IJ_limit(p, t), 1e-4)

def S_coulomb(kap, g, p):
    E = sqrt(1 + p*p)
    eta, gam = g*E/p, sqrt(kap**2 - g*g)
    return ((kap - 1j*eta/E)/(gam - 1j*eta)*exp(-2j*loggamma(gam + 1 + 1j*eta).imag)
            * np.sign(kap)*exp(1j*pi*g*g/(np.abs(kap) + gam)))

# screened radial Dirac equation: G = A sin(phi), (E+1)F/p = A cos(phi)
kap = np.array([-1., 1, -2, 2, -3]*2)
gs = np.repeat([0.3, -0.3], 5)
pr = 1.0
Er = sqrt(2.0)
kk = (Er + 1)/pr

def S_screened(lam):
    def rhs(r, y):
        f = y + pr*r
        return (-kap*sin(2*f) + gs*exp(-lam*r)*(cos(f)**2/kk + kk*sin(f)**2))/r
    r0, R = 1e-5, 20/lam
    y0 = np.arctan2(gs, kk*(sqrt(kap**2 - gs**2) + kap)) - pr*r0
    f = solve_ivp(rhs, (r0, R), y0, method='DOP853', rtol=1e-9, atol=1e-9).y[:, -1] + pr*R
    l = np.where(kap > 0, kap, -kap - 1).astype(int)
    lb = np.where(kap > 0, kap - 1, -kap).astype(int)
    x, sg = pr*R, np.sign(kap)
    num = spherical_jn(l, x)*cos(f) - sg*spherical_jn(lb, x)*sin(f)
    den = spherical_yn(l, x)*cos(f) - sg*spherical_yn(lb, x)*sin(f)
    return exp(2j*np.arctan2(num, den))

errs = []
for lm in (0.04, 0.005):
    common = exp(2j*gs*Er/pr*(log(2*pr/lm) - gE))
    errs.append(np.max(np.abs(S_screened(lm)/common - S_coulomb(kap, gs, pr))))
assert errs[1] < 0.02 and errs[1] < 0.5*errs[0]   # remainder is O(g^2 lam ln lam)

def reduced_sum(a, th, m):
    for _ in range(3):
        l = np.arange(len(a) - 1.0)
        lower = np.concatenate([[0], a[:-2]])
        a = a[:-1] - (l + 1 + m)/(2*l + 3)*a[1:] - (l - m)/(2*l - 1)*lower
    l = np.arange(len(a))
    P = eval_legendre(l, cos(th)) if m == 0 else lpmv(1, l, cos(th))
    return a @ P/(1 - cos(th))**3

def mott(g, p, th, L=200):
    l = np.arange(L + 1.0)
    Sm = S_coulomb(-l - 1, g, p)
    Sp = np.concatenate([[0], S_coulomb(l[1:], g, p)])
    b = Sp - Sm
    b[0] = 0
    return np.array([reduced_sum((l + 1)*Sm + l*Sp, th, 0), reduced_sum(b, th, 1)])/(2j*p)

ruth = lambda g, p, th: g*g*(1 + p*p)/(4*p**4*sin(th/2)**4)
R_mott = lambda g, p, th, L=200: np.sum(np.abs(mott(g, p, th, L))**2)/ruth(g, p, th)

def R_kg(g, p, th):
    l = np.arange(201.0)
    root = sqrt((l + 0.5)**2 - g*g)
    S = exp(-2j*loggamma(root + 0.5 + 1j*g*sqrt(1 + p*p)/p).imag + 1j*pi*g*g/(l + 0.5 + root))
    return abs(reduced_sum((2*l + 1)*S, th, 0)/(2*p))**2/ruth(g, p, th)

rich = lambda f: (4*f(0.01) - f(0.02))/3
worst = 0.0
for pp in (0.6, 1.4, 5.0):
    Ee = sqrt(1 + pp*pp)
    be = pp/Ee
    for deg in (30, 60, 90, 120, 150):
        t = np.radians(deg)
        s = sin(t/2)
        odd = rich(lambda g: (R_mott(g, pp, t) - R_mott(-g, pp, t))/(2*g))
        even = rich(lambda g: (R_mott(g, pp, t) + R_mott(-g, pp, t))/2)
        worst = max(worst, abs(odd - pi*be*s*(1 - s)))
        assert abs(odd - pi*be*s*(1 - s)) < 1e-5 and abs(even - 1 + (be*s)**2) < 1e-5
        assert abs(rich(lambda g: (R_kg(g, pp, t) - R_kg(-g, pp, t))/(2*g)) - pi*be*s) < 1e-5
        ratio = rich(lambda g: (mott(g, pp, t) + mott(-g, pp, t))
                     / (mott(g, pp, t) - mott(-g, pp, t))/g)
        v, w = (spinors(x) for x in moms(pp, t))
        a0, a1 = (w.conj().T @ v)[:, 0], (w.conj().T @ (Ee*I4 - B) @ v)[:, 0]
        pred = 1j/be*(log(s*s) + 2*gE) - (2*pp*s)**2/(2*pi**2)*IJ_limit(pp, t)*a1/a0
        close(ratio, pred, 2e-5)   # F2/(g F1), non-flip and flip
print(f"check: screened/Coulomb S mismatch, g=+-0.3, p=1: lam=0.04 {errs[0]:.4f}, lam=0.005 {errs[1]:.4f}")
print(f"check: worst |odd Mott coefficient - pi beta s(1-s)| = {worst:.1e}")

# worked example
mc2 = sc.m_e*sc.c**2/sc.e/1e6
barn = (sc.hbar/(sc.m_e*sc.c))**2/1e-28
T, Z = 1.0, 13
E = 1 + T/mc2
p = sqrt(E*E - 1)
be, g = p/E, Z*sc.alpha
print(f"m c^2 = {mc2:.6f} MeV, 1/alpha = {1/sc.alpha:.4f}, (hbar/mc)^2 = {barn:.2f} barn")
print(f"T = {T} MeV, Z = {Z}: E = {E:.5f} m, p = {p:.5f} m, beta = {be:.5f}")
print(f"Z alpha = {g:.5f}, eta = Z alpha/beta = {g/be:.5f}")
print("theta(deg) 1-b2s2  corr    R_MF(e-) R_Mott(e-) R_MF(e+) R_Mott(e+)  [dimensionless]")
rows = []
for deg in (30, 60, 90, 120, 150):
    t = np.radians(deg)
    s = sin(t/2)
    r0, dc = 1 - (be*s)**2, pi*g*be*s*(1 - s)
    re, rp = R_mott(g, p, t), R_mott(-g, p, t)
    close(re, R_mott(g, p, t, 300), 1e-7)
    assert re > rp and max(abs(re - r0 - dc), abs(rp - r0 + dc)) < 3*g*g
    print(f"{deg:6d}    {r0:.5f} {dc:.5f} {r0+dc:.5f}  {re:.5f}    {r0-dc:.5f}  {rp:.5f}")
    rows.append((deg, ruth(g, p, t)*barn, r0 + dc, re, r0 - dc, rp))
print("theta(deg) Rutherford, MF e-, Mott e-, MF e+, Mott e+ [barn/sr]; e-/e+ MF, Mott")
for d, ru, a, b, c_, e_ in rows:
    print(f"{d:6d}  {ru:.4f} {ru*a:.4f} {ru*b:.4f} {ru*c_:.4f} {ru*e_:.4f}; {a/c_:.4f} {b/e_:.4f}")
t = pi/2
s = sin(t/2)
q = 2*p*s
IJ0 = IJ_limit(p, t)
print(f"90 deg: q = {q:.5f} m, Rutherford = {ruth(g, p, t):.4e} m^-2/sr")
print(f"90 deg, lam->0: I-J = {IJ0.real:.5f} + {IJ0.imag:.5f} i  m^-3")
print(f"90 deg, lam->0: M = {pi**3/q:.5f} m^-1, Re K0 = {pi**3/(2*p):.5f} m^-1")
print(f"90 deg: part from M = {pi*g*be*s:.5f}, part from K0 = {-pi*g*be*s*s:.5f}")
lam = sc.alpha*Z**(1/3)/(9*pi**2/128)**(1/3)
Il, IJl = feynman(p, t, lam)
corr = g*(q*q + lam**2)/pi**2*(2*E*Il.real*(1 - (be*s)**2) - IJl.real*E*be**2*(1 - s*s))
close(corr, pi*g*be*s*(1 - s), 0.05)   # difference is O(lam/q) times a few
print(f"Thomas-Fermi lam = {lam:.5f} m")
print(f"90 deg, this lam: I = {Il.real:.5f} + {Il.imag:.5f} i  m^-3")
print(f"90 deg, this lam: I-J = {IJl.real:.5f} + {IJl.imag:.5f} i  m^-3")
print(f"90 deg, this lam: phase eta ln(q^2/lam^2) = {g/be*log(q*q/lam**2):.4f} rad")
print(f"90 deg, this lam: correction = {corr:.5f}, limit = {pi*g*be*s*(1-s):.5f}")
gA = 79*sc.alpha
r0, dc = 1 - (be*s)**2, pi*gA*be*s*(1 - s)
close(R_mott(gA, p, t), R_mott(gA, p, t, 300), 1e-6)
print(f"Z = 79, 90 deg: Z alpha = {gA:.4f}, R_MF(e-) = {r0+dc:.4f}, R_Mott(e-) = {R_mott(gA, p, t):.4f}")
print(f"Z = 79, 90 deg: R_MF(e+) = {r0-dc:.4f}, R_Mott(e+) = {R_mott(-gA, p, t):.4f}")
print("finished without a failed check")
```

It prints:

```
check: screened/Coulomb S mismatch, g=+-0.3, p=1: lam=0.04 0.0179, lam=0.005 0.0040
check: worst |odd Mott coefficient - pi beta s(1-s)| = 1.8e-07
m c^2 = 0.510999 MeV, 1/alpha = 137.0360, (hbar/mc)^2 = 1491.19 barn
T = 1.0 MeV, Z = 13: E = 2.95695 m, p = 2.78273 m, beta = 0.94108
Z alpha = 0.09487, eta = Z alpha/beta = 0.10081
theta(deg) 1-b2s2  corr    R_MF(e-) R_Mott(e-) R_MF(e+) R_Mott(e+)  [dimensionless]
    30    0.94067 0.05380 0.99448  1.00113    0.88687  0.89346
    60    0.77859 0.07012 0.84871  0.86123    0.70848  0.71906
    90    0.55718 0.05809 0.61527  0.62794    0.49910  0.50913
   120    0.33578 0.03254 0.36832  0.37692    0.30324  0.30983
   150    0.17370 0.00923 0.18293  0.18686    0.16446  0.16745
theta(deg) Rutherford, MF e-, Mott e-, MF e+, Mott e+ [barn/sr]; e-/e+ MF, Mott
    30  109.0215 108.4194 109.1443 96.6881 97.4066; 1.1213 1.1205
    60  7.8274 6.6432 6.7412 5.5455 5.6284; 1.1979 1.1977
    90  1.9568 1.2040 1.2288 0.9767 0.9963; 1.2328 1.2334
   120  0.8697 0.3203 0.3278 0.2637 0.2695; 1.2146 1.2165
   150  0.5620 0.1028 0.1050 0.0924 0.0941; 1.1123 1.1159
90 deg: q = 3.93537 m, Rutherford = 1.3123e-03 m^-2/sr
90 deg, lam->0: I-J = -0.29801 + 0.15874 i  m^-3
90 deg, lam->0: M = 7.87888 m^-1, Re K0 = 5.57121 m^-1
90 deg: part from M = 0.19832, part from K0 = -0.14023
Thomas-Fermi lam = 0.01938 m
90 deg, this lam: I = 0.00159 + 2.43360 i  m^-3
90 deg, this lam: I-J = -0.29482 + 0.15873 i  m^-3
90 deg, this lam: phase eta ln(q^2/lam^2) = 1.0713 rad
90 deg, this lam: correction = 0.05825, limit = 0.05809
Z = 79, 90 deg: Z alpha = 0.5765, R_MF(e-) = 0.9102, R_Mott(e-) = 1.8533
Z = 79, 90 deg: R_MF(e+) = 0.2042, R_Mott(e+) = 0.4343
finished without a failed check
```
